The Energy-Loss Sum Rule as a Normalization Test for Optical Data, part 2

An energy-loss spectrum of a thin film has an arbitrary vertical scale, and a table of optical constants has a doubtful one. Both can be checked against n, the density of all electrons, core electrons included.

Hartree atomic units are used. Fields vary as e^(−iωt), so absorption means Im ε > 0. The dielectric function is ε(q,ω) at wavevector q and frequency ω, and ε(ω) for q → 0. The loss function is L = Im[−1/ε], and ω_p² = 4πn. For non-relativistic electrons in local potentials, with fixed nuclei and a time-reversal-symmetric ground state, the density rule in an isotropic or cubic medium is

∫₀^∞ ω Im[−1/ε(ω)] dω = (π/2)ω_p² = 2π²n.

It also follows from a contour argument. F(ω) = 1 − 1/ε(ω) is analytic in the upper half-plane and tends to −ω_p²/ω² at large frequency. Integrating ωF(ω)/(ω² + η²), with η > 0, along the real axis and closing the path above gives the imaginary-axis relation

1 − 1/ε(iη) = (2/π) ∫₀^∞ ωL(ω)/(ω² + η²) dω.

Its limit η → ∞ is the density rule; η → 0 gives the companion rule

∫₀^∞ L(ω)/ω dω = (π/2)[1 − 1/ε(0)],

where ε(0) is the electronic static value.

In the first Born approximation, a fast electron in volume V loses momentum q and energy ω at the rate

(8π/(q²V)) L(q,ω).

The numerical output at the end also lists earlier checks. The strength S(q) = Σ_n ω_n0 |⟨n|ρ_q|0⟩|² sums over excited states |n⟩ with excitation energies ω_n0, where ρ_q = Σ_j e^(iq·r_j). For N electrons under the stated assumptions, S(q) = Nq²/2. The checks used two interacting electrons on a line, one electron on a ring threaded by magnetic flux, and a uniform electron gas with r_s the radius of a sphere containing one electron.

Q: Then let us use numbers. I want a film for which we know the answer.

A: Take a model film with N_u = 0.005 units per bohr³. Each unit has 6 outer and 14 inner electrons, 20 in all. The two groups have the squared plasma frequencies

ω_out² = 4π × 0.005 × 6 = 0.376991 hartree²,
ω_in² = 4π × 0.005 × 14 = 0.879646 hartree².

Represent each group by one Lorentz oscillator:

ε(ω) = 1 + Σ_j ω_pj²/(ω_j² − ω² − iγ_jω).

Here j runs over the two groups, with ω_pj² equal to ω_out² or ω_in². The outer resonance is at 0.4 hartree with damping 0.1 hartree; the inner one is at 3.0 hartree with damping 0.3 hartree. These are model parameters, not a fit to a particular resist.

The total density is 0.005 × 20 = 0.1 bohr⁻³. Hence

ω_p² = 0.376991 + 0.879646 = 1.256637 hartree²,
ω_p = 1.1210 hartree = 30.50 eV.

The required area is (π/2) × 1.256637 = 1.973921 hartree², or about 1462 eV². Quadrature of the loss function gave 1.973921 hartree².

For the companion rule, the static dielectric constant is

ε(0) = 1 + 0.376991/0.4² + 0.879646/3.0² = 3.4539.

The required value is (π/2)(1 − 1/3.4539) = 1.1160, and quadrature also gave 1.1160. At an intermediate point, η = 0.7 hartree, both sides of the imaginary-axis relation were 0.380530.

Q: My detector does not reach infinite frequency. How do I read an incomplete integral?

A: Express it as an effective number of electrons per unit:

n_eff(ω_c) = (1/(2π²N_u)) ∫₀^(ω_c) ωL(ω) dω.

As the cutoff ω_c goes to infinity, this becomes n/N_u, here 20. One may define a second count with Im ε in place of L. It has the same limit in this model, because ε − 1 is also analytic in the upper half-plane and also tends to −ω_p²/ω². The contour argument then applies to it unchanged. Quadrature of ω Im ε gave the same 1.973921 hartree².

The counts differ clearly at 1.5 hartree and nearly agree from 5 hartree upwards. Between these cutoffs the difference stays almost constant up to about 2 hartree, grows strongly towards the inner resonance and then collapses, because the inner loss peak lies above the inner absorption peak:

- 1.5 hartree: loss 4.72, absorption 5.79.
- 5 hartree: loss 19.16, absorption 19.20.
- 20 hartree: loss 19.84, absorption 19.85.
- 100 hartree: loss 19.97, absorption 19.97.

Q: The first line worries me. There are six outer electrons, and 1.5 hartree is well below the inner resonance. Why does the loss count find fewer than five?

A: The inner electrons are already polarizable there, although they absorb little. Suppose the gap is wide enough for their response to be a real constant ε_b throughout the outer spectrum. Above the outer resonance but below the inner one,

ε ≈ ε_b − ω_out²/ω².

Taking its inverse and expanding for ω_out² ≪ ε_bω²,

1/ε ≈ (1/ε_b)[1 + ω_out²/(ε_bω²)]
 = 1/ε_b + ω_out²/(ε_b²ω²).

Now repeat the contour argument with 1/ε_b − 1/ε in place of 1 − 1/ε. In the model with constant ε_b, this function falls as −ω_out²/(ε_b²ω²). The outer loss area is therefore

(π/2)ω_out²/ε_b².

For ε − ε_b the high-frequency coefficient is −ω_out², without the screening factor. The outer absorption area is (π/2)ω_out².

The two powers of ε_b have a direct meaning. Screening by the inner shells multiplies the potential with which an external charge drives the outer electrons by 1/ε_b. The absorbed energy is quadratic in the driving potential, so it is multiplied by 1/ε_b². Im ε, in contrast, describes absorption for a given total field.

Q: Does this account for the film?

A: For most of the difference. The inner oscillator gives

ε_b = 1 + 0.879646/3.0² = 1.0977.

The wide-gap estimate is 6/1.0977² = 4.98 electrons, against 4.72 found below 1.5 hartree. The estimate assumes a complete outer spectrum and a constant background. The film has damping and a finite gap, so neither assumption is fully met. I do not divide the remaining 0.26 electrons between these causes.

A medium with a much wider gap and a tenfold smaller outer damping tests the formula more cleanly. With ε_b = 1.5, the predicted loss area relative to the unscreened outer area is 1/1.5² = 0.4444. Integration to a cutoff in the gap gave 0.4439. The corresponding absorption ratio was 0.9991.

Q: Where have the missing outer electrons gone? Your total was still 20.

A: Most of their strength appears at the inner losses; a smaller part lies in the damping tail of the outer oscillator above 1.5 hartree. Between 1.5 and 5 hartree the film's loss count grows by 19.1555 − 4.7211 = 14.43, although there are 14 inner electrons. The absorption count grows by 13.41 in the same interval. The complete areas agree because both functions have the same high-frequency limit. A spectral interval is thus not a container for a fixed group of electrons. In real atoms the exclusion principle also shifts strength between shells, because inner electrons cannot be excited into occupied outer states. Two independent oscillators do not contain this effect, so in a real film even the outer absorption count need not equal the number of outer electrons.

Q: So if I normalize a low-loss spectrum to six electrons, I make an error?

A: In this film, a large one. Suppose the loss function extracted from the spectrum is correct apart from an unknown constant factor. If you force its area below 1.5 hartree to correspond to 6 when the true loss count is 4.72, you multiply L by

6/4.7211 = 1.27.

The resulting loss function is 27 percent too large relative to the true one. In the Born rate derived earlier, scattering at each q and ω for which this factor is applied is also overestimated by 27 percent. The size of this error belongs to the model, whose many inner electrons lie at only 3 hartree. In an organic film of carbon, hydrogen and oxygen the inner shells begin near 285 eV and 530 eV, ε_b − 1 is only of order 0.001, and screening by them lowers the outer loss count by less than one percent. A low count in such a film points instead to outer strength lying above the cutoff, while the exclusion-principle shift raises the outer count. Films with dense, shallow inner shells can be closer to the model.

A sound normalization by the density rule either covers the whole spectrum, with a justified extension beyond the data, or uses a partial count calculated for the same material and interval. The spectrum must also be corrected for the range of angles that the detector collects. For a beam of speed v, the momentum transfer at loss ω has a part ω/v along the beam and a part q_⊥ across it, so the factor 1/q² in the Born rate is 1/(q_⊥² + ω²/v²). If q_c, the largest q_⊥ collected, is so small that L hardly depends on q, summing over q_⊥ multiplies L by a constant times ln(1 + q_c²v²/ω²). This factor falls as ω rises and must be divided out before the area is taken. At 100 keV an angle of 10 mrad already means q_⊥ ≈ 0.9 bohr⁻¹, where the dependence of L on q can be strong. Losses at the surfaces, whose share grows as the film gets thinner, and losses due to the finite speed of light must be removed as well. Finally, the spectrum must represent single scattering. An electron that loses energy twice contributes to the recorded spectrum at the sum of two losses, which is not a point of L at that energy.

Q: Suppose I measure to 5 hartree and get 19.16 instead of 20. Is the calibration wrong by 4 percent?

A: The data in this example are perfect, so the shortfall is due to truncation. Far above both resonances, the imaginary part of each Lorentz term tends to ω_pj²γ_j/ω³, while |ε|² tends to 1. Since L = Im ε/|ε|²,

ωL(ω) → Σ_j γ_jω_pj²/ω².

Integrating from ω_c to infinity gives the missing area

Σ_j γ_jω_pj²/ω_c.

At 100 hartree this is

(0.1 × 0.376991 + 0.3 × 0.879646)/100
 = 0.003016 hartree².

Direct integration of the tail gave 0.003018 hartree². At 5 hartree the asymptotic formula is not accurate enough. It predicts 0.3016/5 = 0.0603 hartree², or 0.61 electrons per unit after division by 2π² × 0.005 = 0.0987 hartree². The actual deficit is 20 − 19.16 = 0.84 electrons. The cutoff is still too near the inner resonance at 3 hartree.

This tail follows from Lorentz damping. It should not be attached to a real film without evidence that its high-frequency absorption has this form.

Q: Let us remove truncation from the problem. If the complete area is 3 percent high, are my data 3 percent high?

A: That depends on what was scaled. If the whole loss function is multiplied by a constant, its area changes by the same constant. If Im ε alone has the wrong scale, the relation is nonlinear. Write ε = ε₁ + iε₂. Then

L = ε₂/(ε₁² + ε₂²).

In a dilute medium, ε₁ is near 1 and ε₂ is small, so L ≈ ε₂. A 10 percent rise in ε₂ produces a 10 percent rise in the area. For the dilute test medium the ratio was 1.1000.

A narrow plasmon behaves differently. Near its frequency ω_L, ε₁ passes through zero with slope s > 0, so ε₁ ≈ s(ω − ω_L). Over the narrow peak we may treat ε₂ as constant and replace the weight ω by ω_L. With x = ω − ω_L, the contribution is

ω_L ∫ ε₂/(s²x² + ε₂²) dx = πω_L/s.

The integral may be extended to all x because the peak is narrow. The height falls as ε₂ rises, the width grows in proportion, and their product stays fixed. In the narrow-plasmon test, raising ε₂ by 10 percent multiplied the area by 0.99995. The sum rule was almost blind to the error.

Q: Which limit describes your film?

A: Neither one describes all of it. With ε₂ raised by 10 percent and ε₁ unchanged, the loss area below 1.5 hartree was multiplied by 0.993. Above 1.5 hartree the factor was 1.047, and for the complete area it was 1.034. This 10 percent rise in absorption thus appears as a rise of only 3.4 percent in the area.

Q: The low-frequency area went down when absorption went up. Is that a numerical accident?

A: A decrease is possible because ε₂ also appears in the denominator. At one frequency, the altered loss is smaller than the original when

1.1ε₂/(ε₁² + 1.21ε₂²) < ε₂/(ε₁² + ε₂²).

For ε₂ > 0 we cancel ε₂ and multiply by the positive denominators:

1.1ε₁² + 1.1ε₂² < ε₁² + 1.21ε₂².

After subtraction this becomes 0.1ε₁² < 0.11ε₂², or

ε₁² < 1.1ε₂².

Where absorption dominates ε in this sense, more absorption means more screening and less loss. The low-frequency result shows that, with the weight ω, the decreases outweigh the increases in that interval.

Q: Then a correct total area does not prove that my table is correct.

A: It does not. An error δL satisfying

∫₀^∞ ω δL(ω) dω = 0

leaves the density test unchanged. Such an error may put too much loss at one energy and too little at another. The companion integral, weighted by 1/ω, will often have a different value for the altered data, but it too can be satisfied by a suitable redistribution. Two integrals cannot fix a whole function.

The scaled-ε₂ table has another fault. Its ε₁ was left unchanged, while causality ties ε₁ − 1 to ε₂: the dispersion integral is linear, so a 10 percent change in ε₂ at all frequencies would demand a 10 percent change in ε₁ − 1. Checking that relation examines the table frequency by frequency.

Q: What, then, should I conclude from a mismatch?

A: First establish the density of all electrons and the range over which the data are complete. If the full area, including a justified tail, still differs from 2π²n, then the data, the density or one of the assumptions is wrong. The size of the mismatch gives the scale correction when L as a whole has an unknown constant factor. It does not give the correction for Im ε alone, as the film showed. At frequencies high enough for relativistic effects, or for the wavelength of light to be comparable with the size of an inner shell, the long-wavelength non-relativistic rule itself needs correction.

The numerical output below gives the values behind these comparisons.

Values computed for the example and the checks

```
Pair model: q = 0.8 1/bohr, N q^2/2 = 0.640000 a.u.
Pair strength, local potential = 0.640000 a.u.
Pair strength, nonlocal potential = 0.660346 a.u.
Ring: flux = 0.3, q = 1 a.u., velocity = 0.047122 a.u.
Ring strength for +q = 0.547122 a.u.
Ring strength for -q = 0.452878 a.u.
Ring average = 0.500000 a.u.
Electron gas: rs = 2.0 bohr, q = 1.43937 1/bohr
Gas loss sum, quadrature = 0.589049 hartree^2
Gas loss sum, required = 0.589049 hartree^2
Film unit density = 0.005 bohr^-3
Outer, inner electrons per unit = 6, 14
Outer: squared plasma frequency = 0.376991 hartree^2
Outer: resonance, damping = 0.4, 0.1 hartree
Inner: squared plasma frequency = 0.879646 hartree^2
Inner: resonance, damping = 3.0, 0.3 hartree
Film electron density = 0.1000 bohr^-3
Film wp^2 = 1.256637 hartree^2
Film wp = 1.12100 hartree = 30.504 eV
Film required sum = 1.973921 hartree^2 = 1461.61 eV^2
Film loss sum, quadrature = 1.973921 hartree^2
Film absorption sum, quadrature = 1.973921 hartree^2
Imaginary axis, eta = 0.7 hartree: integral = 0.380530
Imaginary axis: direct 1-1/eps = 0.380530
Static eps = 3.45393 (no unit)
Static loss integral = 1.116011 (no unit)
Static value required = 1.116011 (no unit)
Cutoff   1.5 hartree: electrons per unit, loss 4.7211, absorption 5.7851
Cutoff   5.0 hartree: electrons per unit, loss 19.1555, absorption 19.1986
Cutoff  20.0 hartree: electrons per unit, loss 19.8448, absorption 19.8452
Cutoff 100.0 hartree: electrons per unit, loss 19.9694, absorption 19.9694
Film inner-shell background eps = 1.09774 (no unit)
Screened outer count estimate = 4.9791 electrons/unit
Tail above 100 hartree, quadrature = 0.0030178 hartree^2
Tail above 100 hartree, formula = 0.0030159 hartree^2
Wide-gap test: background eps = 1.500 (no unit)
Wide-gap loss / unscreened outer sum = 0.44387
Wide-gap prediction 1/eps_b^2 = 0.44444
Wide-gap absorption / outer sum = 0.99913
Ratios of loss sums after Im eps is raised by 10 percent:
  narrow plasmon 0.99995, dilute medium 1.10000
  film below 1.5 hartree 0.99257, above 1.04691
  film, all frequencies 1.03408
```
